\section*{Why Local Kinetic Functionals Do Not Bind Neutral Molecules}

\section{Two atoms that repel at every distance tried}

Place two nuclei of unit charge 4 bohr apart, give them two electrons, and compute the energy in Thomas--Fermi theory. It lies 0.0098 hartree above that of two separate atoms. At 2 bohr the excess is 0.0660 hartree, and at 1 bohr it is 0.2965 hartree. Add the gradient term $T_W$ defined below to the kinetic energy with full weight ($\lambda=1$), change nothing else, and the pair binds by between 0.01 and 0.02 hartree near 5.1 bohr. What does the gradient term supply that a local kinetic energy cannot?

The model has fixed point nuclei and classical Coulomb energies, without exchange or correlation. In Hartree atomic units
\begin{equation}
E[n]=\int t(n)\,d^3r-\int nV\,d^3r+\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'+\sum_{a<b}\frac{Z_aZ_b}{R_{ab}},
\end{equation}
with $V=\sum_aZ_a/|\mathbf r-\mathbf R_a|$. I assume $t(0)=t'(0)=0$, $t''(n)>0$ for $n>0$, and a minimizer that is regular enough for the integrations below. Thomas--Fermi theory has $t=Cn^{5/3}$ with $C=2.871$.

Let $u$ be the Hartree potential of the electrons and $\phi=V-u$ the total electrostatic potential. Minimizing at fixed electron number gives
\begin{equation}
t'(n)=\phi+\mu\ \text{ where } n>0,\qquad \phi+\mu\le0\ \text{ where } n=0. \label{stat}
\end{equation}

\section{A fluid that can only push}

Define the local pressure $p=nt'(n)-t(n)$. Since $dp/dn=nt''(n)$ and $p(0)=0$,
\begin{equation}
p(n)=\int_0^n s\,t''(s)\,ds>0 .
\end{equation}
For Thomas--Fermi, $p=\tfrac53t-t=\tfrac23t$. The gradient of (\ref{stat}), multiplied by $n$, gives
\begin{equation}
\nabla p=n\,t''\nabla n=n\nabla t'=n\nabla\phi. \label{hydro}
\end{equation}
The field is $\mathbf E=-\nabla\phi$ and an electron has charge $-1$, so $n\nabla\phi$ is the electric force density on the electrons. Pressure balances it everywhere.

Now take equal nuclei at $z=\pm R/2$. When one nucleus moves, the change of $n$ alters $E$ by $\mu\,\delta N=0$ to first order. Only the explicit dependence on the nuclear position remains, and that is minus the electrostatic force. Hence $F=-dE/dR$ is the force on a nucleus, positive for repulsion.

To find $F$, write electric forces as a stress. From $\nabla\cdot\mathbf E=4\pi\rho$ and $\partial_jE_i=\partial_iE_j$,
\begin{equation}
\rho E_i=\frac{1}{4\pi}\left[\partial_j(E_iE_j)-E_j\partial_jE_i\right]=\partial_j\sigma_{ij},\qquad
\sigma_{ij}=\frac{1}{4\pi}\left(E_iE_j-\tfrac12\delta_{ij}E^2\right).
\end{equation}
In the half-space $z>0$, outside a small ball around the nucleus, $\rho=-n$, and (\ref{hydro}) becomes $\partial_j(\sigma_{zj}-p\,\delta_{zj})=0$. Integrate this over the region. The distant surface contributes nothing. The outward normal is $-\hat{\mathbf z}$ on the midplane and $-\hat{\mathbf r}$ on the ball, so
\begin{equation}
0=-\int_{z=0}(\sigma_{zz}-p)\,dA-\oint_{\rm ball}(\sigma_{zj}\hat r_j-p\,\hat r_z)\,dS. \label{balance}
\end{equation}
As the ball shrinks, its $\sigma$ integral tends to the force $F$ on the nucleus. The pressure there diverges, in Thomas--Fermi theory as $r^{-5/2}$, but this part is spherical and has no net direction. The directional part comes from a change of $\phi$ of order $r$. By (\ref{hydro}) it is $n\,\delta\phi\sim r^{-3/2}\,r$, and multiplied by the area $r^2$ it vanishes.

The functional is strictly convex in $n$, so its minimizer is unique and shares the reflection symmetry of the nuclei. Therefore $E_z=0$ on the midplane, $\sigma_{zz}=-E_\parallel^2/8\pi$, and (\ref{balance}) gives
\begin{equation}
F=\int_{z=0}\left[p+\frac{E_\parallel^2}{8\pi}\right]dA\ \ge 0 . \label{plane}
\end{equation}
Field lines lying in the plane push the halves apart, and so does the electron fluid. Nothing in (\ref{plane}) can pull.

Equality requires both terms to vanish all over the plane. That can happen for a stiff $t$ whose neutral atoms have finite radius: once they are apart they exert no force. It does not happen for neutral Thomas--Fermi atoms. There $\mu=0$ and $\phi\ge0$, as shown below, and away from the nuclei $\nabla^2\phi\propto\phi^{3/2}\le M\phi$ wherever $\phi$ is bounded. By the strong maximum principle such a function cannot touch zero without vanishing throughout. So $n>0$ on the midplane and $F>0$ at every finite $R$.

The numbers, with forces in hartree/bohr, are:
\begin{center}
\begin{tabular}{ccccc}
$R$ (bohr) & pressure & field & sum & force on nucleus\\
1.0 & 0.1875 & 0.3829 & 0.5704 & 0.5707\\
2.0 & 0.0360 & 0.0444 & 0.0804 & 0.0804\\
4.0 & 0.0042 & 0.0034 & 0.0076 & 0.0076
\end{tabular}
\end{center}
The last column is computed separately, from the Coulomb field at the nucleus. The last digit of the midplane entries carries grid error: at 1 bohr the converged field term is 0.3832 and the sum 0.5707, a shift of 0.0003, and at the larger distances the shift is at most 0.0001. At 2 bohr the slope of the energy gives 0.0805.

The power $5/3$ is not essential. Take $t=cn^2/2$ and neutral atoms. Then $cn=\phi$, and away from the nuclei $\nabla^2\phi=4\pi n=k^2\phi$ with $k^2=4\pi/c$. For unit charges $\phi=\sum_ae^{-kr_a}/r_a$. A nucleus feels no force from its own spherical cloud, so
\begin{equation}
F=-\frac{d}{dR}\frac{e^{-kR}}{R}=e^{-kR}\left(\frac1{R^2}+\frac kR\right).
\end{equation}
For $k=1$ bohr$^{-1}$ and $R=2$ bohr this is $0.1353\times0.75=0.1015$ hartree/bohr. Integrating (\ref{plane}) numerically gives the same value.

\section{What the virial says}

Squeeze the density to $\gamma^3n(\gamma\mathbf r)$ and the nuclear distance to $R/\gamma$. The trial energy is
\begin{equation}
e(\gamma)=\gamma^{-3}\int t(\gamma^3n)\,d^3r+\gamma V_C ,
\end{equation}
where $V_C$ is the total Coulomb energy. Since $e(\gamma)\ge E(R/\gamma)$ with equality at $\gamma=1$, the two slopes agree there. The left slope is $\int(3nt'-3t)\,d^3r+V_C$ and the right one is $-R\,dE/dR=RF$, so
\begin{equation}
3\int p\,d^3r+V_C=RF. \label{virial}
\end{equation}
In Thomas--Fermi theory $3p=2t$, and the left side is $2T+V_C$. A molecule at rest needs $2T+V_C=0$, but (\ref{plane}) keeps it positive. At 2 bohr the energies give 0.1609 hartree, against $RF=2\times0.0804=0.1608$ hartree.

\section{Molecules without a mirror plane}

The midplane argument needs symmetry. For neutral systems the absence of binding can be proved without it, because in a local theory the potential fixes the density point by point. The argument below does not give the sign of the force at each distance.

First, $\phi\ge0$ and $\mu=0$. A positive $\mu$ would leave a finite density at infinity, so $\mu\le0$. Where $\phi<0$ there are then neither electrons nor nuclei, so $\phi$ is harmonic there. It vanishes on the boundary of that region and at infinity, hence throughout it, a contradiction. Suppose next that $\mu<0$. Then $n=0$ outside some sphere. Neutrality makes the average of $\phi$ over any larger sphere zero, and $\phi\ge0$ makes $\phi$ itself zero there. Being harmonic, $\phi$ stays zero throughout the connected outer region without electrons. Yet at the edge of that region $\phi=-\mu>0$, which contradicts continuity.

Let $A$ be a neutral part of the molecule and $w=\phi_{\rm mol}-\phi_A$. Where $w<0$, the density satisfies $n_{\rm mol}\le n_A$, because $t'$ is increasing. The nuclei of $A$ cancel in $w$, and the others lie where $w=+\infty$. So $\nabla^2w=4\pi(n_{\rm mol}-n_A)\le0$ in that region, with $w=0$ on its boundary and at infinity. Such a function has no negative minimum inside. Hence $\phi_{\rm mol}\ge\phi_A$ everywhere.

Now scale all nuclear charges to $sZ_a$, keeping every system neutral. The change of electron number costs nothing, since $\mu=0$. The derivative of $E$ with respect to one nuclear charge is the potential at that nucleus due to everything else. For the difference $\Delta E$ between the molecule and its parts, the nucleus's own singular term cancels:
\begin{equation}
\frac{d\,\Delta E}{ds}=\sum_aZ_a\left[\phi_{\rm mol}-\phi_{\rm part}\right](\mathbf R_a)\ge0 . \label{charge}
\end{equation}
At $s=0$ all energies vanish, so $\Delta E\ge0$ at $s=1$. A neutral molecule never lies below its neutral parts.

The Thomas--Fermi pair allows a check. Write $n(\mathbf r)=s^2\tilde n(s^{1/3}\mathbf r)$, which holds $s$ times as many electrons as $\tilde n$. The kinetic energy scales as $s^{10/3}/s$ and the Coulomb energy as $s^2s^{1/3}$, both $s^{7/3}$. Hence $\Delta E(s,R)=s^{7/3}\Delta E(1,s^{1/3}R)$, and at $s=1$ equation (\ref{charge}) reads
\begin{equation}
\tfrac73\Delta E-\tfrac13RF=2\left[\phi_{\rm mol}-\phi_{\rm atom}\right]_{\rm nucleus}.
\end{equation}
At 2 bohr the left side is $0.1540-0.0536=0.1004$. The potential rise is 0.0502, so the right side is also 0.1004.

\section{A stress that can pull}

Add $\lambda T_W=(\lambda/2)\int|\nabla\psi|^2d^3r$ with $\psi=\sqrt n$. Its variation is $-\lambda\int\nabla^2\psi\,\delta\psi\,d^3r$, and $\delta\psi=\delta n/2\psi$, so it adds the potential $v_W=-(\lambda/2)\nabla^2\psi/\psi$ to $t'$ in (\ref{stat}). The force balance becomes $\nabla p+n\nabla v_W=n\nabla\phi$. The new term is
\begin{equation}
n\,\partial_jv_W=-\frac\lambda2\left(\psi\,\partial_j\nabla^2\psi-\nabla^2\psi\,\partial_j\psi\right)=\partial_iP_{ij},\qquad
P_{ij}=\frac\lambda2\left(\partial_i\psi\,\partial_j\psi-\psi\,\partial_i\partial_j\psi\right).
\end{equation}
On taking the divergence of $P_{ij}$, the two terms $\partial_i\psi\,\partial_i\partial_j\psi$ cancel and the middle expression is left. Near a nucleus $\psi$ has a cusp and $P_{ij}\sim1/r$, so a shrinking ball again contributes nothing. The functional remains convex, and on the midplane $\partial_z\psi=0$. There $\partial_z^2n=2\psi\,\partial_z^2\psi$, so $P_{zz}=-(\lambda/4)\partial_z^2n$ and
\begin{equation}
F=\int_{z=0}\left[p+\frac{E_\parallel^2}{8\pi}-\frac\lambda4\,\partial_z^2n\right]dA. \label{tension}
\end{equation}
Where the density along the bond direction is lowest at the midplane, $\partial_z^2n>0$ and the last term is a tension. Only its integral over the plane has a definite meaning. The tensor $\lambda\,\partial_i\psi\,\partial_j\psi-(\lambda/4)\delta_{ij}\nabla^2n$ has the same divergence and gives $-(\lambda/4)\nabla^2n$ on the midplane. This differs from $P_{zz}$ by an in-plane Laplacian, which integrates to zero but can reverse the sign at a given point. The comparison argument of the previous section also lapses, because $\phi$ no longer fixes $n$ point by point.

For $\lambda=1$, again in hartree/bohr:
\begin{center}
\begin{tabular}{ccccc}
$R$ (bohr) & pressure & field & gradient & sum\\
2.0 & 0.0388 & 0.0984 & $-0.0085$ & 0.1287\\
3.0 & 0.0178 & 0.0269 & $-0.0134$ & 0.0314\\
4.5 & 0.0067 & 0.0060 & $-0.0098$ & 0.0028\\
5.1 & 0.0047 & 0.0036 & $-0.0083$ & 0.0000\\
7.0 & 0.0017 & 0.0008 & $-0.0047$ & $-0.0021$
\end{tabular}
\end{center}
The last digit again carries grid error: the converged sum at 2 bohr is 0.1290, a shift of 0.0003, and the other entries move by about 0.0001 or less. Tension is present in every row, but it wins only beyond a crossing near 5.1 bohr. The force varies slowly there, so the grid fixes this distance only to one or two tenths of a bohr. A gradient term makes attraction possible; the balance in (\ref{tension}) decides whether it occurs at a given distance. The crossing depends on $\lambda$: for $\lambda=1/9$ the force is still repulsive at 7 bohr.

The tension is weaker at 2 bohr than at 3 bohr. A limiting case suggests why. For a smooth spherical density centred on the plane, at distance $\varpi$ from the centre, $\partial_z^2n=n'(\varpi)/\varpi$, and
\begin{equation}
-\frac\lambda4\int_0^\infty\frac{n'(\varpi)}{\varpi}\,2\pi\varpi\,d\varpi=\frac{\pi\lambda}{2}\,n(0)>0 .
\end{equation}
A single round cloud therefore pushes. I conjecture that the pair at 2 bohr is already partly on its way to this limit; the calculation does not separate the regions of the plane that pull from those that push.

\section{The energy side of the bond}

$T_W$ scales as $\gamma^2$, like the Thomas--Fermi term, so $2T+V_C=RF$ still holds with $T$ the full kinetic energy. Then $E=T+V_C=-T+RF$. At equilibrium $F=0$, and the binding energy equals the rise of the kinetic energy over that of the separate atoms.

The computed binding energy is 0.0139 hartree (0.38 eV) and the computed rise is 0.0167 hartree. They differ by 0.0028 hartree, which is also the computed $2T+V_C$ where zero is due. Since the exact value is zero, this is numerical error, whose source was not isolated by refining the grid. It amounts to 0.8\% of the kinetic energy, 0.3406 hartree, but a fifth of the binding energy. The sign of the binding is secure at this level; its second digit is not.

Two limits of the argument remain. It was given without exchange. A local exchange energy $-c_xn^{4/3}$ adds the negative pressure $-\tfrac13c_xn^{4/3}$ and breaks $t''>0$ at low density, so the proofs above do not apply as written. The total pressure still does not turn negative: with exchange included in $t$, the density at each point minimizes $t(n)-(\phi+\mu)n$, which is zero at $n=0$, so wherever $n>0$ one has $t-nt'\le0$, that is $p\ge0$. For a symmetric minimizer (\ref{plane}) therefore keeps its sign. The second limit is that a gradient term is not shown to be the one possible cure. Within this model, binding a symmetric pair requires a kinetic stress that can act as a tension across the midplane. A local functional with $t(0)=0$ and $t''>0$ has none, and $T_W$ is a simple functional that does. The numerical check tests the force, virial and charge-scaling relations used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Model: two unit charges, two electrons; hartree atomic units
Local kinetic constant C = 2.87123 hartree bohr^2
Screened model, k = 1.0 1/bohr, R = 2.0 bohr:
  force, closed form     = 0.101501 hartree/bohr
  force, midplane stress = 0.101501 hartree/bohr
Thomas-Fermi atom energy = -0.7687 hartree
Thomas-Fermi pair (R bohr; energies hartree; forces hartree/bohr)
  R | E-2E_atom | F nucleus | F plane | pressure | field part
  1.0 | 0.2965 | 0.5707 | 0.5704 | 0.1875 | 0.3829
  2.0 | 0.0660 | 0.0804 | 0.0804 | 0.0360 | 0.0444
  4.0 | 0.0098 | 0.0076 | 0.0076 | 0.0042 | 0.0034
  R | 2T+V_C hartree | R*F plane hartree | phi rise at nucleus a.u.
  1.0 | 0.5707 | 0.5704 | 0.2508
  2.0 | 0.1609 | 0.1608 | 0.0502
  4.0 | 0.0303 | 0.0303 | 0.0063
  -dE/dR at R = 2 bohr = 0.0805 hartree/bohr
Atom energy with gradient term (lam = 1) = -0.1619 hartree
Pair with gradient term (same units)
  R | E-2E_atom | F nucleus | F plane | pressure | field | gradient
  2.0 | 0.0749 | 0.1290 | 0.1287 | 0.0388 | 0.0984 | -0.0085
  3.0 | 0.0067 | 0.0315 | 0.0314 | 0.0178 | 0.0269 | -0.0134
  4.5 | -0.0130 | 0.0029 | 0.0028 | 0.0067 | 0.0060 | -0.0098
  7.0 | -0.0113 | -0.0021 | -0.0021 | 0.0017 | 0.0008 | -0.0047
  -dE/dR at R = 3 bohr = 0.0316 hartree/bohr
Equilibrium distance = 5.1 bohr = 2.7 angstrom
  binding energy = 0.0139 hartree = 0.38 eV
  kinetic energy rise over atoms = 0.0167 hartree
  T = 0.3406 hartree, V_C = -0.6783 hartree
  2T+V_C = 0.0028 hartree
  midplane pressure part = 0.0047 hartree/bohr
  midplane field part    = 0.0036 hartree/bohr
  midplane gradient part = -0.0083 hartree/bohr
\end{verbatim}
